# Ammonia Radical Kinetics: Element Conservation, Detailed Balance and Long-Time Limits

## Scaling symmetry and the form of equilibrium

Let $c_i$ be the concentration of species $i$ in mol/m³. Let $A_{ei}$ count atoms of element $e$ (N or H) in it, and let $\nu_{ij}$, the entries of $S$, be its net coefficient in reaction $j$. If $q_i$ is its partition function per volume in the same unit, every reaction balances when

$$\prod_i (c_i/q_i)^{\nu_{ij}}=1\quad\text{for every }j. \tag{1}$$

Reactions conserve atoms, so $AS=0$. Multiplying each $c_i$ by $\exp(\sum_e\lambda_eA_{ei})$ changes the product by $\exp(\sum_e\lambda_e(AS)_{ej})=1$. Since $c=q$ solves (1), so does

$$c_i=q_i\exp\Big(\sum_e\lambda_eA_{ei}\Big). \tag{2}$$

These are all the positive solutions if $\operatorname{rank}S$ equals species minus elements. Indeed, the logarithm of (1) is $S^Ty=0$ with $y_i=\ln(c_i/q_i)$. Its solution space then has dimension two and is spanned by the two rows of $A$. The element totals $b=Ac$ fix the multipliers. With $\mathrm{diag}(c)$ the diagonal matrix of concentrations, Newton's method solves

$$[A\,\mathrm{diag}(c)A^T]\Delta\lambda=b-Ac ,$$

with the step shortened when the exponents would change by more than one.

## Model

The gas is ideal, isothermal and uniform, in a fixed volume. The species are H, N, NH, NH2, N2H2, NH3, N2 and H2. Forward constants are $k_f=a\,e^{-\Theta/T}$; the list gives $a$ and $\Theta$ in K. The unit of $a$ is m³/(mol s), or m⁶/(mol² s) for the two recombinations. M is the total concentration. These are rough typical inputs, not evaluated data.

- NH3 + M ⇌ NH2 + H + M: 2×10¹⁰, 47000
- NH3 + H ⇌ NH2 + H2: 10⁸, 7300
- NH2 + H ⇌ NH + H2: 4×10⁷, 1800
- NH + H ⇌ N + H2: 3×10⁷, 0
- NH + N ⇌ N2 + H: 3×10⁷, 0
- NH2 + N ⇌ N2 + 2H: 7×10⁷, 0
- 2NH ⇌ N2 + 2H: 3×10⁷, 0
- 2NH2 ⇌ NH3 + NH: 5×10⁷, 5000
- NH2 + NH ⇌ NH3 + N: 10⁷, 1000
- 2H + M ⇌ H2 + M: 10³, 0
- 2N + M ⇌ N2 + M: 300, 0
- 2NH2 ⇌ N2H2 + H2: 5×10⁵, 0
- NH2 + NH ⇌ N2H2 + H: 5×10⁷, 0
- N2H2 + M ⇌ N2 + 2H + M: 5×10¹⁰, 25000
- N2H2 + H ⇌ N2 + H + H2: 5×10⁷, 500

The short-lived NNH is eliminated; N2H3 and N2H4 are omitted. For a molecule of mass $m$,

$$q=\frac{g}{N_A}\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2}z_{\rm rot}\,e^{D/k_BT}\prod_v\frac1{1-e^{-hc_\ell\tilde\nu_v/k_BT}} .$$

Here $D$ is the binding energy relative to separated atoms, $g$ the electronic degeneracy and $c_\ell$ the speed of light. With symmetry number $\sigma$ and $t=k_BT/(hc_\ell)$, $z_{\rm rot}=t/(\sigma B)$ for linear molecules and $\sqrt{\pi t^3/(B_1B_2B_3)}/\sigma$ for nonlinear ones; atoms have $z_{\rm rot}=1$. The inputs are $D$ (eV); $g$; $\sigma$; rotational constants; vibrational wavenumbers (both in cm⁻¹):

- NH: 3.4; 3; 1; 16; 3100
- NH2: 7.4; 2; 2; 24, 13, 8; 3200, 1500, 3300
- N2H2: 12.1; 1; 2; 10, 1.3, 1.1; 3100 twice, 1600, 1500, 1300 twice
- NH3: 12.0; 1; 3; 10, 10, 6; 3300, 950, 3400 twice, 1600 twice
- N2: 9.8; 1; 2; 2; 2300
- H2: 4.5; 1; 2; 60; 4200

For H and N, $D=0$ and $g=2,4$.

## Why the complete closed gas equilibrates

Mass action gives $\dot c=S(r_f-r_r)$. Hence $\dot b=AS(r_f-r_r)=0$. Detailed balance sets $k_{r,j}=k_{f,j}/\prod_iq_i^{\nu_{ij}}$, so that

$$\ln(r_{f,j}/r_{r,j})=-\sum_i\nu_{ij}\ln(c_i/q_i). \tag{3}$$

The free energy per volume is $F=RT\sum_ic_i[\ln(c_i/q_i)-1]$, with $\partial F/\partial c_i=RT\ln(c_i/q_i)$. By the chain rule and (3),

$$\dot F=RT\sum_{ij}\ln\frac{c_i}{q_i}\,\nu_{ij}(r_{f,j}-r_{r,j})
=-RT\sum_j(r_{f,j}-r_{r,j})\ln\frac{r_{f,j}}{r_{r,j}}\le0. \tag{4}$$

Both factors in each term have the same sign, so $\dot F$ vanishes only when each reaction balances. Since $\partial^2F/\partial c_i^2=RT/c_i>0$, $F$ is strictly convex and has one minimum at fixed $b$, namely (2).

The gas cannot stall with a species missing. Whenever both elements are present, the listed reactions generate H and N from any remaining species, and from these all the others. Together with (4), this makes (2) the long-time limit.

The rank condition matters. Here there are eight species and rank six, leaving two invariants. Without the reactions that involve N2 or N2H2 there are four: N2 and N2H2 are separately conserved. Starting from pure ammonia at 1400 K and 760 Torr, the reduced network ends with an NH3 mole fraction of 0.9988. This is its own constrained equilibrium, but not that of the complete gas.

## A stiff integrator that preserves elements

For a step $h$ and Jacobian $J=\partial f/\partial c$, with $f=\dot c$, use

$$(I-\gamma hJ)k_1=f(c),\qquad (I-\gamma hJ)k_2=f(c+hk_1)-2k_1,$$
$$c_{\rm new}=c+\tfrac h2(3k_1+k_2),\qquad \gamma=1+1/\sqrt2 .$$

**Accuracy.** Expansion gives $k_1=f+\gamma hJf+O(h^2)$ and $f(c+hk_1)=f+hJf+O(h^2)$. The right side of the second stage is therefore $-f+(1-2\gamma)hJf$. Applying the inverse matrix adds $-\gamma hJf$, so $k_2=-f+(1-3\gamma)hJf+O(h^2)$. Then

$$\tfrac32k_1+\tfrac12k_2=f+\left[\tfrac32\gamma+\tfrac12(1-3\gamma)\right]hJf+O(h^2)=f+\tfrac12hJf+O(h^2),$$

which matches the Taylor series: the method is second order. Its difference from the first-order value $c+hk_1$ is

$$\tfrac h2(k_1+k_2)=(\tfrac12-\gamma)h^2Jf+O(h^3),$$

and this controls the step.

**Stability.** For $\dot c=\mu c$, put $z=h\mu$ and $w=z/(1-\gamma z)$. Then $hk_1=wc$. Because $1/(1-\gamma z)=1+\gamma w$, the second stage gives $hk_2=[w(1+w)-2w(1+\gamma w)]c$. Adding the stages yields

$$R(z)=1+w+(\tfrac12-\gamma)w^2
=\frac{1+(1-2\gamma)z+(\gamma^2-2\gamma+\frac12)z^2}{(1-\gamma z)^2}.$$

The chosen $\gamma$ removes the last numerator term, so $R\to0$ as $z\to-\infty$. On $z=iy$ the squared numerator is $1+(2\gamma-1)^2y^2$ and the squared denominator is $1+2\gamma^2y^2+\gamma^4y^4$. For this $\gamma$, $(2\gamma-1)^2=2\gamma^2$, so $|R|\le1$. The pole lies at positive $z$, and the maximum principle extends the bound to all decaying modes.

**Conservation.** In a closed gas $Af=0$ and $AJ=0$. Multiplying the first stage by $A$ gives $Ak_1=0$; the second then gives $Ak_2=-2Ak_1=0$. Thus $Ac_{\rm new}=Ac$ apart from rounding, however large the time error. Three runs from pure ammonia at 1400 K and 760 Torr show what the diagnostic can and cannot see:

- With a loose relative step tolerance of 0.05, the largest species error at 10 s is 1.2%, yet the relative element drift is $1.3\times10^{-15}$.
- With the H2 product omitted from NH3 + H → NH2 + H2, the drift at 10 s is 0.127. The fault is detected.
- With the constant of NH2 + H2 → NH3 + H multiplied by ten, the final NH3 concentration is 9.92 times equilibrium, while the drift is $3.5\times10^{-13}$.

The last factor is close to ten for a simple reason. Balancing this step requires $c_{\rm NH3}c_{\rm H}/(c_{\rm NH2}c_{\rm H2})$ to be ten times its equilibrium value. NH2 and H each end about 6% above equilibrium, and these shifts nearly cancel in the ratio, so almost the whole factor falls on NH3.

## Relaxation rates and the slow limit

At equilibrium $r_f=r_r=r_j$. Equation (3) gives $\delta(r_f-r_r)_j=-r_j\sum_i\nu_{ij}\delta c_i/c_i$. With $\delta c_i=\sqrt{c_i}\,u_i$,

$$\dot u=-Lu,\qquad L_{ik}=\sum_j\frac{\nu_{ij}r_j\nu_{kj}}{\sqrt{c_ic_k}} .$$

Since $L$ is symmetric and $u^TLu$ is a sum of non-negative terms, the decay rates are real and non-negative. Two are zero, for the two elements. At 1400 K, with the totals of ammonia initially at 760 Torr, the smallest nonzero rate is $\lambda=2.223\times10^{-7}$ s⁻¹ and the largest is $2.07\times10^6$ s⁻¹. Their ratio is $9.3\times10^{12}$. Following a small perturbation in time gives $2.227\times10^{-7}$ s⁻¹ for the slow rate.

A reduced law explains the late history. Let $x=c_{\rm NH3}/c_{\rm eq}$, where $c_{\rm eq}$ is the equilibrium ammonia concentration. Suppose H and H2 are near equilibrium and NH2 and NH adjust rapidly, so both are proportional to $x$. Suppose also that N2H2, once formed, goes on to N2; the roughly 1% that returns to radicals is neglected. N–N bond formation by pairs of these radicals then has net rate $r_*(x^2-1)$, where $r_*$ is its equilibrium one-way rate. Each event removes two N atoms from the ammonia pool:

$$c_{\rm eq}\dot x=-2r_*(x^2-1).$$

Near $x=1$ the right side is $-4r_*(x-1)$, so $\lambda=4r_*/c_{\rm eq}$ and

$$\dot x=-\tfrac\lambda2(x^2-1),\qquad x(t)=\coth(\lambda t/2). \tag{5}$$

The solution uses $d(\operatorname{arcoth}x)/dx=-1/(x^2-1)$ and a large initial $x$. The equilibrium rates give $4r_*/c_{\rm eq}=2.25\times10^{-7}$ s⁻¹, 1.3% above the eigenvalue; the gap matches the neglected return of N2H2. The numerical comparisons below use the eigenvalue for $\lambda$. Early ammonia loss lies outside (5) for two reasons: H2 is then far from its final value, and the true initial $x$ is finite, which matters until $\lambda t/2$ greatly exceeds its reciprocal.

## Flow reactor

For equal volumetric inflow and outflow and a residence time $\tau$,

$$\dot c=S(r_f-r_r)+(c_{\rm in}-c)/\tau .$$

Multiplication by $A$ gives $\dot b=(b_{\rm in}-b)/\tau$, hence $b(t)=b_{\rm in}+[b(0)-b_{\rm in}]e^{-t/\tau}$. Each numerical step multiplies $b-b_{\rm in}$ by $R(-h/\tau)$ instead of the exponential, so element washout does see time error. For a vessel filled with N2 and fed with NH3, both at 760 Torr and 1400 K, the relative element error at $t=\tau=10$ s is $2.7\times10^{-5}$.

In steady state the element totals equal those of the feed, but the reactions need not balance one by one. Let $c_0$ be the feed concentration of ammonia. For long residence, with $c_{\rm NH3}\ll c_0$, the reduced law balances supply $c_0/\tau$ against loss $\lambda c_{\rm eq}(x^2-1)/2$:

$$x=\sqrt{1+\frac{2c_0}{\lambda\tau c_{\rm eq}}}. \tag{6}$$

Two limits follow. While $x\gg1$ but $c_{\rm NH3}$ is still much smaller than $c_0$, ammonia falls approximately as $\tau^{-1/2}$. When $x$ approaches one, its relative excess becomes $c_0/(\lambda\tau c_{\rm eq})$.

## Ammonia at 1400 K

At 760 Torr, $c_0=p/(RT)=8.705$ mol/m³. The mole fractions are:

| Species | Flow, $\tau=10$ s | Equilibrium |
|---|---|---|
| NH3 | 0.842 | $3.9\times10^{-5}$ |
| N2 | 0.0394 | 0.250 |
| H2 | 0.118 | 0.750 |
| NH2 | $2.8\times10^{-5}$ | $4.9\times10^{-10}$ |
| H | $1.1\times10^{-6}$ | $2.8\times10^{-6}$ |

The closed calculation runs to $40/\lambda=1.80\times10^8$ s in 5472 accepted steps. Every species then agrees with (2) within a relative difference of $1.4\times10^{-8}$, and the element drift never exceeds $7.6\times10^{-15}$. At 10 s, its largest relative species difference from an implicit Runge–Kutta solution is $3.7\times10^{-5}$. These figures measure numerical agreement, not the accuracy of the chemical inputs.

Complete conversion of one mole of NH3 gives half a mole of N2 and three halves of H2, which doubles the pressure to about 1520 Torr. In the flow reactor the conversion is 8.56%, so the pressure is $760(1+0.0856)=825$ Torr. This rise follows from the assumed equal volumetric flows; a reactor held at constant pressure would have a larger volumetric outflow instead.

The equilibrium ammonia concentration is $3.857\times10^{-5}\times2c_0=6.715\times10^{-4}$ mol/m³, and $c_0/c_{\rm eq}=1.296\times10^4$. At $10^7$ s, (5) gives $x=\coth(1.111)=1.243$, or $9.59\times10^{-5}$ of the initial ammonia, in agreement with the full integration. At $10^5$ s it gives $6.94\times10^{-3}$ against $6.68\times10^{-3}$. At $10^3$ s it fails: 0.69 against 0.275.

For flow with $\tau=10^7$ s, (6) gives $x=108$, hence $c_{\rm NH3}=0.0725$ mol/m³. Dividing by the total $2c_0-c_{\rm NH3}$ gives a fraction of $4.18\times10^{-3}$; the full model gives $4.15\times10^{-3}$. At $\tau=1.749\times10^{12}$ s, a purely mathematical limit, the linear excess is 0.0333, equation (6) gives 0.0328, and the full model gives 0.0328.

## Physical reliability

The temperature and pressure are roughly those of rapid thermal nitridation in ammonia. At the chosen 10 s residence only 8.6% of the ammonia is converted, so equilibrium is a poor estimate of the gas composition in this model. The slow relaxation time, $1/\lambda=52$ days, describes only the final approach to equilibrium; most of the ammonia in the closed gas is lost much sooner. If the chamber walls are cooler than the wafer, the assumption of uniform temperature fails. Even with a hot feed, the reaction itself absorbs heat. Dividing the enthalpy needed for the computed flow composition by its heat capacity gives a cooling of 68 K without external heating. That would reduce the initiation constant to 0.18 of its value. The isothermal conversion therefore requires heat supply; a coupled energy balance was not solved.

Walls can matter too. In a tube of radius 50 mm, a reaction probability of only $7.1\times10^{-7}$ per NH3 collision would match the gas-phase loss. This comes from equating the loss frequency to $\gamma_w\bar v/(2\rho)$, with $\gamma_w$ the probability, $\bar v$ the mean molecular speed and $\rho$ the radius. An NH2 radical needs about 1.2 s to diffuse to the wall, for an assumed collision diameter of 0.3 nm. The forward initiation step alone, without subtracting its reverse, would supply the radical pool in 0.035 s. Wall loss of radicals is thus not expected to dominate throughout the tube, but this estimate does not exclude it near the surface.

Rate uncertainty is also large. With all else fixed, tripling both directions of the initiation step raises the flow conversion to 10.0%; multiplying both directions of 2NH2 ⇌ N2H2 + H2 by ten raises it to 16.3%. For equilibrium, 0.1 eV more ammonia binding multiplies residual NH3 by 2.29, close to $e^{0.1\,{\rm eV}/k_BT}$. The rounding of the inputs already matters at this level: binding energies of 9.759 eV for N2 and 4.478 eV for H2, in place of 9.8 and 4.5, raise the equilibrium NH3 fraction from $3.9\times10^{-5}$ to $6.0\times10^{-5}$. Summing the rotational levels of H2 raises its partition function by 2.1%. Residual NH3 varies as $q_{\rm H2}^{-3/2}$ at fixed N2 and H2, so it would fall by about 3%.

In a plasma, electron impact adds reactions whose reverse rates are not fixed by the gas temperature. Atoms are still conserved, but (3) and (4) no longer hold, and a steady composition need not be the thermal equilibrium (2).

## Calculated quantities

```
Temperature: 1400 K; initial pressure: 760 Torr
Initial NH3 concentration: 8.70471 mol/m3
Species 8, reactions 15, stoichiometric rank 6
Mole fractions: species, flow at 10 s, closed limit, equilibrium
  H     1.1373e-06 2.7840e-06 2.7840e-06
  N     3.5453e-10 1.1685e-15 1.1685e-15
  NH    2.2441e-08 1.5687e-13 1.5687e-13
  NH2   2.7786e-05 4.9169e-10 4.9169e-10
  N2H2  4.5329e-07 9.4821e-15 9.4821e-15
  NH3   8.4237e-01 3.8574e-05 3.8574e-05
  N2    3.9397e-02 2.4999e-01 2.4999e-01
  H2    1.1820e-01 7.4997e-01 7.4997e-01
Flow conversion of NH3: 8.5566 percent
Flow pressure: 825.02 Torr
Closed final pressure: 1519.94 Torr
Slow rate, eigenvalue: 2.2229e-07 1/s
Slow rate, relaxation: 2.2266e-07 1/s
Slow relaxation time: 52.07 days
Fastest rate: 2.0711e+06 1/s; stiffness ratio: 9.317e+12
Closed integration time: 1.799e+08 s; steps: 5472
Closed NH3 left at 1e+01 s: 8.8193e-01 of initial
Closed NH3 left at 1e+03 s: 2.7520e-01 of initial
Closed NH3 left at 1e+05 s: 6.6782e-03 of initial
Closed NH3 left at 1e+07 s: 9.5870e-05 of initial
Maximum relative element drift: 7.55e-15
Largest closed/equilibrium relative error: 1.43e-08
Largest difference from Radau at 10 s: 3.66e-05
Loose run: error 1.18e-02, element drift 1.33e-15
Missing H2 product: element drift 1.273e-01
Wrong reverse rate: NH3/equilibrium 9.9240
Wrong reverse rate: element drift 3.51e-13
No N-N formation: invariants 4
No N-N formation: NH3 fraction 0.998798
Flow washout relative element error: 2.72e-05
Flow tau 1e+01 s: NH3 fraction 8.4237e-01
Flow tau 1e+03 s: NH3 fraction 3.0095e-01
Flow tau 1e+05 s: NH3 fraction 4.0086e-02
Flow tau 1e+07 s: NH3 fraction 4.1495e-03
Long-tau test: tau 1.749e+12 s
NH3 excess: actual 0.03279, predicted 0.03333
Conversion, initiation rate x3: 9.9536 percent
Conversion, NH2 pairing rate x10: 16.3314 percent
NH3 equilibrium factor for +0.1 eV binding: 2.2903
Adiabatic cooling in flow: 68.238 K
Initiation-rate factor after cooling: 0.1790
Tube radius: 50 mm; diameter: 0.3 nm
Wall reaction probability matching gas loss: 7.093e-07
NH2 diffusion coefficient: 3.469e-04 m2/s
Radical diffusion time to wall: 1.2463 s
Radical pool/initiation time: 3.4555e-02 s
H2 rotational sum/classical value: 1.02081
```
